\section*{Residence times in diffusion-free Poiseuille flow between parallel plates}

Fluid in steady, fully developed laminar flow between two parallel plates leaves the channel over a range of times, because the fluid near the mid-plane moves faster than the fluid near the walls. Let $T$ be the mean residence time, that is, the channel volume divided by the volume flow. If nothing diffuses, the fraction of the outflow that has spent at most a time $t$ in the channel is
\begin{equation}
F(t)=\begin{cases}0, & t<\tfrac{2}{3}T,\\[4pt]
\sqrt{1-\dfrac{2T}{3t}}\,\left(1+\dfrac{T}{3t}\right), & t\ge \tfrac{2}{3}T .\end{cases}
\label{eq:F}
\end{equation}
The fraction is weighted by flow: each part of the exit plane counts in proportion to the volume it delivers per unit time. This is what a collector of the whole outflow records. If the inlet concentration of a tracer is raised from 0 to 1 at $t=0$, then $F(t)$ is the concentration in the mixed outflow.

The plates lie at $y=\pm h$, the channel has length $L$ along $x$, and its width is taken as large enough for side walls to be ignored. The density and viscosity $\mu$ are constant, and the fluid does not slip at the plates. In developed flow the velocity $u$ depends on $y$ alone, so no fluid element accelerates, and the pressure force balances the viscous force:
\begin{equation}
\mu\frac{d^2u}{dy^2}=\frac{dp}{dx}=-G ,
\end{equation}
with $G>0$ the constant pressure drop per unit length. Integrating twice, with $u'(0)=0$ by symmetry and $u(\pm h)=0$, gives
\begin{equation}
u(y)=\frac{G}{2\mu}\,(h^2-y^2).
\end{equation}
The mean speed is
\begin{equation}
U=\frac1h\int_0^h u\,dy=\frac{G}{2\mu h}\left(h^3-\frac{h^3}{3}\right)=\frac{Gh^2}{3\mu}.
\end{equation}
Hence $G/(2\mu)=3U/(2h^2)$, and with $\eta=y/h$
\begin{equation}
u=\tfrac32U(1-\eta^2).
\label{eq:u}
\end{equation}
For plate width $W$ the volume is $2hWL$ and the flow is $2hWU$, so $T=L/U$.

Without diffusion a fluid element keeps its height, and therefore its speed. It crosses the channel in the time
\begin{equation}
t(\eta)=\frac{L}{u}=\frac{2T}{3}\,\frac{1}{1-\eta^2}.
\label{eq:teta}
\end{equation}
The shortest time, $2T/3$, belongs to the mid-plane, where the speed is $3U/2$. The time grows without limit towards the walls. At a given $t\ge 2T/3$, the elements that need no longer than $t$ are those with $|\eta|\le\eta_t$, where solving (\ref{eq:teta}) for the height gives
\begin{equation}
\eta_t^2=1-\frac{2T}{3t}.
\label{eq:edge}
\end{equation}
The share of the flow carried by this central band follows by integrating $u/U$ over half the channel; the other half contributes the same share of its own flow:
\begin{equation}
F=\int_0^{\eta_t}\tfrac32(1-\eta^2)\,d\eta
=\tfrac32\left(\eta_t-\tfrac13\eta_t^3\right)=\tfrac12\,\eta_t\,(3-\eta_t^2).
\label{eq:cubic}
\end{equation}
From (\ref{eq:edge}), $3-\eta_t^2=2+2T/(3t)$. Half of this is $1+T/(3t)$, and multiplication by $\eta_t$ gives (\ref{eq:F}).

The weighting matters. The fraction of the cross-sectional area occupied by the band is $\eta_t$ alone, without the second factor. At $t=T$ the area fraction is $\sqrt{1/3}=0.577$, whereas the flow fraction is $0.577\times\tfrac43=0.770$. The second factor expresses the fact that the central band delivers more fluid per unit area than the rest.

The density of exit times, $E=dF/dt$, describes the response to a short pulse of inlet concentration. By the chain rule, (\ref{eq:cubic}) and (\ref{eq:edge}) give
\begin{equation}
\frac{dF}{d\eta_t}=\tfrac32(1-\eta_t^2)=\frac{T}{t},\qquad
2\eta_t\frac{d\eta_t}{dt}=\frac{2T}{3t^2},
\end{equation}
and therefore
\begin{equation}
E(t)=\frac{T^2}{3t^3}\left(1-\frac{2T}{3t}\right)^{-1/2},\qquad t>\tfrac23T .
\label{eq:E}
\end{equation}
The density diverges at the front because the velocity is stationary at the mid-plane: a band of finite height arrives with little difference in time. To see that the divergence is integrable, put $t=\tfrac23T(1+\epsilon)$ with small $\epsilon$. Then $\eta_t^2=\epsilon/(1+\epsilon)\approx\epsilon$, and (\ref{eq:cubic}) gives $F\approx\tfrac32\sqrt{\epsilon}$. The outlet concentration thus starts from zero with a vertical slope, but without a jump.

The mean of this distribution must be $T$, and direct substitution confirms it. The flow between $\eta$ and $\eta+d\eta$ has weight $(u/U)\,d\eta$ and residence time $L/u$, so
\begin{equation}
\int_{2T/3}^{\infty}tE\,dt=\int_0^1\frac{L}{u}\,\frac{u}{U}\,d\eta=\frac LU=T .
\end{equation}
The speed cancels. A volume balance gives the same result in a more general form. After the inlet step, new fluid enters at the volume flow $Q$ and leaves at the rate $QF$. The new fluid inside at time $t$ therefore has volume
\begin{equation}
V_{\rm new}(t)=Q\int_0^t[1-F(t')]\,dt' .
\label{eq:balance}
\end{equation}
Eventually it fills the whole volume $V$, so the area under $1-F$ is $V/Q=T$. The balance still holds if the tracer diffuses across the flow but not along it, with no loss at the walls: the inflow of tracer is still $Q$ and the final concentration is still uniform. Such diffusion can redistribute the exit times, but it leaves their mean at $T$.

At late times the slow fluid near the plates gives a long tail. With $z=T/(3t)$, the expansion $\sqrt{1-2z}=1-z-\tfrac12z^2-\tfrac12z^3-\dots$ yields
\begin{align}
F&=(1+z)\left(1-z-\tfrac12z^2-\tfrac12z^3-\dots\right)\nonumber\\
&=1+(z-z)-\left(1+\tfrac12\right)z^2-\left(\tfrac12+\tfrac12\right)z^3-\dots,
\end{align}
so that
\begin{equation}
1-F=\frac{T^2}{6t^2}+\frac{T^3}{27t^3}+\dots
\label{eq:tail}
\end{equation}
The first-order terms cancel because the slow layer is both thin and slow: its thickness and its speed each fall as $1/t$, and the flow it carries falls as their product. The mean is finite, but the second moment is not. From (\ref{eq:E}), $t^2E\approx T^2/(3t)$ at late times, and each doubling of the upper limit of integration adds
\begin{equation}
\int_{t}^{2t}t'^2E(t')\,dt'\approx\frac{T^2}{3}\ln2\approx0.231\,T^2 .
\end{equation}
The variance of the diffusion-free distribution is therefore infinite, and a measured width would depend on how long the outflow was followed. Quantiles are better measures.

The time $t_p$ by which a fraction $p$ has left has a closed form. Put $\eta_t=2\sin\varphi$ in (\ref{eq:cubic}):
\begin{equation}
p=\sin\varphi\,(3-4\sin^2\varphi)=\sin3\varphi .
\end{equation}
As $\eta_t$ runs from 0 to 1, $\varphi$ runs from 0 to $\pi/6$ and $3\varphi$ from 0 to $\pi/2$, so $\varphi=\tfrac13\arcsin p$ without ambiguity. In (\ref{eq:teta}), $1-\eta_t^2=1-4\sin^2\varphi=2\cos2\varphi-1$, and hence
\begin{equation}
t_p=\frac{2T/3}{2\cos\left(\tfrac23\arcsin p\right)-1}.
\label{eq:quantile}
\end{equation}
For the median, $\arcsin\tfrac12=30^\circ$ and $t_{1/2}=\tfrac23T/(2\cos20^\circ-1)=0.758\,T$. Half of the outflow is younger than about three quarters of the mean age; the tail makes up the difference.

Diffusion across the flow, with coefficient $D$, limits all this. The relevant number is
\begin{equation}
\tau=\frac{DT}{h^2},
\end{equation}
the mean residence time in units of the time for diffusion over half the gap. The law (\ref{eq:F}) is the limit $\tau\to0$ at fixed $t/T$. At finite $\tau$ it fails in two places. Just behind the front, at $t=\tfrac23T(1+\epsilon)$, the central band has half-height $h\sqrt\epsilon$, while a molecule diffuses over a height of order $h\sqrt\tau$ in transit, so the law needs $\epsilon\gg\tau$. The second place is the tail. At a small distance $s$ from a plate, $1-\eta^2\approx2s/h$, so $u\approx3Us/h$ and the transit time is $t\approx Th/(3s)$. A molecule stays in that layer only if it diffuses less than $s$ in this time. The limiting layer has $s^2\sim Dt$, or
\begin{equation}
s^2\sim\frac{DTh}{3s}\quad\Longrightarrow\quad
\frac sh\sim\left(\frac\tau3\right)^{1/3},\qquad
t_{\rm c}\sim\frac T3\left(\frac3\tau\right)^{1/3}.
\label{eq:cut}
\end{equation}
This is a scale, not a sharp limit: for $\tau$ between 0.002 and 0.02 the relative error in $1-F$ is 5 to 7\% at $t_{\rm c}/2$ and already about 45\% at $t_{\rm c}$, so the law holds in the tail only well before $t_{\rm c}$. In this range of $\tau$, $t_{\rm c}/2$ is only 0.9 to $1.9\,T$, too early for the leading term of (\ref{eq:tail}): between $0.4\,t_{\rm c}$ and $t_{\rm c}$, $1-F$ exceeds $T^2/(6t^2)$ by about 20\% or more, so a clean $1/t^2$ stretch needs a smaller $\tau$. The cube root makes this a severe condition: a thousandfold smaller $\tau$ extends the tail only tenfold.

The opposite limit, $\tau\gg1$, shows how completely diffusion can change the distribution. Measure time in $T$, distance in $L$, and write $v=u/U=\tfrac32(1-\eta^2)$. Let $m_1(\xi,\eta)$ and $m_2(\xi,\eta)$ be the mean and the mean square of the time still needed by a molecule at height $\eta$ and distance $\xi$ from the exit. In a short time $dt$ the distance falls by $v\,dt$ and the height changes at random with mean square $2\tau\,dt$. Writing the remaining time as $dt$ plus the time needed afterwards, and keeping first order in $dt$, gives
\begin{equation}
v\,\partial_\xi m_1=\tau\,\partial_\eta^2m_1+1,\qquad
v\,\partial_\xi m_2=\tau\,\partial_\eta^2m_2+2m_1 .
\end{equation}
For the variance $w=m_2-m_1^2$, subtract $2m_1$ times the first equation from the second. Since $\partial_\eta^2(m_1^2)=2(\partial_\eta m_1)^2+2m_1\partial_\eta^2m_1$, the result is
\begin{equation}
v\,\partial_\xi w=\tau\,\partial_\eta^2w+2\tau(\partial_\eta m_1)^2 .
\label{eq:w}
\end{equation}
For large $\tau$, away from a short region near the exit, try $m_1=\xi+g(\eta)/\tau$. Then $g''=v-1=\tfrac12-\tfrac32\eta^2$. With $g'(0)=0$ this gives $g'=\tfrac12(\eta-\eta^3)$, which also vanishes at the plate, as a wall without flux requires. Integrating (\ref{eq:w}) over $0<\eta<1$ removes the diffusion term, and
\begin{equation}
\frac{d}{d\xi}\int_0^1vw\,d\eta=\frac2\tau\int_0^1g'^2\,d\eta
=\frac{1}{2\tau}\left(\frac13-\frac25+\frac17\right)=\frac{4}{105\,\tau}.
\end{equation}
Over the unit length the variance is thus $4T^2/(105\tau)$ to leading order. The differences in $m_1$ between starting heights, and the exit region, add terms of order $T^2/\tau^2$. Molecules now sample all the streamlines, and the exit times gather around $T$ instead of starting with a peak at $2T/3$. This limit leaves out diffusion along the flow, whose size must be judged separately.

As an example, consider gas switching in the cold inlet channel of a horizontal chemical vapour deposition reactor at atmospheric pressure. A dilute precursor of molar mass 144 g/mol is carried in nitrogen at 300 K and 760 Torr. The gap is $2h=10$ mm, the length 50 mm and the mean speed 1 m/s, so
\begin{equation}
T=\frac{50\ {\rm mm}}{1\ {\rm m/s}}=50\ {\rm ms},\qquad \tfrac23T=33.3\ {\rm ms}.
\end{equation}
In the diffusion-free model the median exit time is $0.758\,T=37.9$ ms. A 99\% exchange of the outlet gas takes $t_{0.99}=4.20\,T=210$ ms from (\ref{eq:quantile}). The leading tail term alone would give $T/\sqrt{0.06}=4.08\,T$.

The rough diffusion coefficient is $0.08\ {\rm cm^2/s}$, and $h^2=0.25\ {\rm cm^2}$, so $\tau=0.08\times0.050/0.25=0.016$. The table compares the formula with a random-walk calculation that includes transverse diffusion, and with the diffusion-free flow in a duct 200 mm wide. In each case $T$ is held at 50 ms. The last two columns carry sampling and grid errors of 0.001 to 0.002.
\begin{center}
\begin{tabular}{cccc}
$t/T$ & $F$, formula & with diffusion & with side walls\\
0.7 & 0.322 & 0.308 & 0.376\\
0.8 & 0.578 & 0.567 & 0.591\\
1.0 & 0.770 & 0.757 & 0.768\\
1.5 & 0.911 & 0.890 & 0.908\\
2.0 & 0.953 & 0.931 & 0.950\\
4.0 & 0.989 & 0.993 & 0.988
\end{tabular}
\end{center}
At these six times diffusion changes $F$ by at most about 0.02; with one tenth of the diffusion coefficient the largest change falls to 0.005. Closer to the front, where $\epsilon\lesssim\tau$, the change is larger: about 0.05 at $0.669\,T$ for $\tau=0.016$. The sign of the change reverses. At $4T$ diffusion has released fluid that would otherwise remain near the plates, so less old gas is left. By (\ref{eq:balance}) the area under $1-F$ must stay equal to $T$, so a reduction at late times has to be paid for by an increase earlier, which the table shows from $0.7T$ to $2T$. The estimate (\ref{eq:cut}) gives a layer of $0.17h$ and $t_{\rm c}\approx1.9\,T$, so the 99\% time lies where the ideal tail is unreliable. With transverse diffusion it is about $3.7\,T$, or roughly 190 ms, instead of 210 ms. This value depends on the rough diffusion coefficient: it is about $4.0\,T$ for $0.06\ {\rm cm^2/s}$ and $3.6\,T$ for $0.10\ {\rm cm^2/s}$. Side walls act the other way; without diffusion they raise the 99\% time from $4.20\,T$ to about $4.35\,T$. The standard deviation, infinite without diffusion, becomes about $0.61\,T$.

The side walls have their largest tabulated effect near the front. They slow the gas beside them, so at the same mean speed the central gas must run faster and arrive before $2T/3$. Because $F$ rises steeply there, a small shift in time changes it by about 0.055 at $0.7T$ (0.054 in the table, within its grid error) and by about 0.24 at $2T/3$, although the duct is twenty times wider than its gap. Diffusion along the flow also blurs the front: $\sqrt{2DT}$ is 1.8\% of the channel length. Acting alone it spreads the front over about $0.01\,T$, gives $F\approx0.075$ at $2T/3$, and changes $F$ by only 0.004 at $0.7T$.

The assumption that this example does not meet without help is that of developed flow. The kinematic viscosity $\nu$ is about twice $D$ here, so momentum and precursor spread across the gap at similar rates. By the rule below, a channel with $\tau$ under about 0.09 therefore ends before its own parabola has formed, and one that is developed over most of its length has $\tau$ several times larger. The rough rule $0.044\,U(2h)^2/\nu$ gives a development length of about 280 mm, more than five times the channel length. The example needs a calming section of about that length before the point where the precursor is admitted, which is long for a compact reactor. The precursor must then be admitted at uniform concentration across the gap, that is, in proportion to the local flow. A dose spread evenly over the area would leave, without diffusion, according to $\eta_t$ instead of (\ref{eq:F}): 0.577 by $T$, and 99\% only by $33.5\,T$. Without it the profile is flatter; in the limiting case of uniform speed all the gas would leave at 50 ms. For gas that enters this channel with uniform speed and develops along it, the mid-plane speed reaches about $1.28\,U$ at the exit and the first exit moves from 33 to about 42 ms. The valve must also switch in a time short compared with these, and the precursor must not stick to the walls. Other neglected effects are small for these inputs. The Reynolds number based on twice the gap is about 1300, in the laminar range. The pressure drop is $3\mu UL/h^2$, about $10^{-6}$ of the pressure; the slip speed is $4\times10^{-5}$ of the mean speed. For a precursor mole fraction of $10^{-4}$, free sinking of the heavier mixture would cover $5\times10^{-4}$ of the gap during $T$ and $7\times10^{-3}$ during $3.7\,T$.

The law should not be carried over to a hot growth zone at low pressure. Take 1400 K and 50 Torr as rough values, and keep the channel and $T=50$ ms fixed for comparison. Scaling the diffusion coefficient as temperature to the power 1.75 divided by pressure raises it to about $18\ {\rm cm^2/s}$, so $\tau=18\times0.050/0.25=3.6$. Transverse diffusion alone then gives a standard deviation of $0.10\,T$, close to the large-$\tau$ value $\sqrt{4/(105\times3.6)}\,T$. Diffusion along the flow is now the larger effect: $\sqrt{2DT}$ is 27\% of the length, which alone gives a standard deviation of roughly $0.26\,T$. Heating from 300 to 1400 K at fixed pressure also expands the gas 4.7 times, so in a real hot zone the speed changes along the channel and $T=L/U$ with a single $U$ no longer applies.

\section*{Values computed for the example and the checks}
\begin{verbatim}
gap 10 mm, length 50 mm
width 200 mm, mean speed 1.0 m/s
gas 300 K, 760 Torr
rough diffusion coefficient 0.08 cm2/s
rough viscosity 1.8e-05 Pa s
precursor mole fraction 1e-04
molar masses 28, 144 g/mol
mean residence time T 50.0 ms
first exit 33.33 ms
median exit 0.7581 T = 37.91 ms
ideal 99% purge 4.200 T = 210.0 ms
area-weighted fraction at T 0.5774
mean from density 1.000000 T
second-moment growth per doubling 0.23110 T^2
t/T, F formula, F counted, F with diffusion, F with side walls
0.7  0.3221  0.3222  0.308  0.3763
0.8  0.5784  0.5784  0.567  0.5906
1.0  0.7698  0.7698  0.757  0.7684
1.5  0.9110  0.9110  0.890  0.9081
2.0  0.9526  0.9526  0.931  0.9501
4.0  0.9889  0.9889  0.993  0.9880
tau = D T/h^2: 0.0160
largest sampled diffusion change in F 0.021
same at one tenth of D 0.005
99% purge with transverse diffusion 3.74 T = 187 ms
spread with diffusion: modes 0.615 T, walk 0.614 T
wall layer set by diffusion, rough 0.17 h
tail lost beyond about 1.9 T
axial diffusion length / L 0.0179
Schmidt number 1.98
Reynolds number on twice the gap 1264
rough flow development length 278 mm
pressure drop / pressure 1.1e-06
slip speed / mean speed 4.0e-05
free sinking of precursor mix / gap 5.1e-04
hot contrast 1400 K, 50 Torr, same T
hot diffusion coefficient 18.0 cm2/s
hot tau 3.60
hot spread, transverse diffusion only 0.102 T
hot axial diffusion length / L 0.268
gas expansion from cold to hot at fixed pressure 4.67 times
\end{verbatim}
